\section*{Spin-Filter Polarization of Current Through a Thick Exchange-Split Barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: matching waves across the barrier}

\subsection{Definitions and conventions}

A ferromagnetic insulator fills the region $0<z<d$ between two identical nonmagnetic metals. The insulator is a single magnetic domain, and its magnetization sets the spin axis. Its exchange field shifts the conduction-band edge in opposite directions for the two spin states. The spin with the lower edge is called up. Measured from the Fermi level, the barrier heights are
\begin{equation}
\phi_\uparrow=\phi-\frac{\Delta}{2},\qquad
\phi_\downarrow=\phi+\frac{\Delta}{2},
\end{equation}
where $\phi$ is the mean height and $\Delta>0$ the exchange splitting. Both heights are positive, so an electron at the Fermi level is evanescent in the barrier for either spin.

The electron mass is $m$ in the metals and $m_b$ in the barrier; both bands are isotropic and parabolic. The metals have Fermi energy $E_F$ and Fermi wave number $k_F=\sqrt{2mE_F}/\hbar$. For motion along $z$ at the Fermi level, the decay constant for spin $s$ is
\begin{equation}
\kappa_s=\frac{\sqrt{2m_b\phi_s}}{\hbar},\qquad
\Delta\kappa=\kappa_\downarrow-\kappa_\uparrow>0 .
\end{equation}
A wave function then falls as $e^{-\kappa_s z}$ and a probability as $e^{-2\kappa_s z}$.

Let $J_s$ be the magnitude of the charge current density carried by spin $s$. The current polarization is
\begin{equation}
P=\frac{J_\uparrow-J_\downarrow}{J_\uparrow+J_\downarrow}.
\label{defP}
\end{equation}
The result to be derived is
\begin{equation}
P\simeq\tanh(\Delta\kappa\,d),
\label{simple}
\end{equation}
for a thick barrier, $\kappa_sd\gg1$, when the spin dependence of the factors multiplying the exponentials is neglected. Those factors will be kept until the last step, so that the cost of neglecting them can be stated.

In Julliere's picture of tunnelling, the polarization comes from the densities of states of magnetic electrodes. Here the electrodes have equal densities of states and equal occupations for both spins, so that source is absent. The barrier itself does the selecting.

\subsection{The current in one spin channel}

Spin is conserved during tunnelling, and the barrier is uniform in the $x$--$y$ plane, so the transverse wave vector $\mathbf k_\parallel$ is conserved too. Each pair $(s,\mathbf k_\parallel)$ is then a one-dimensional problem. In one dimension, states in an interval $dk$ arrive at the barrier at the rate $v\,dk/2\pi$. Since $v=\hbar^{-1}dE/dk$, this rate is $dE/h$, whatever the band dispersion.

At low temperature a small bias $V$ leaves a window of width $eV$ in which states are filled on one side and empty on the other. Multiplying the arrival rate by the charge $e$ and the transmission probability $T_s$, and summing over transverse states per unit area, gives
\begin{equation}
J_s=\frac{e^2V}{h}\int\frac{d^2k_\parallel}{4\pi^2}\,T_s(k_\parallel).
\label{landauer}
\end{equation}
Low bias means that $eV$ is small enough for $T_s$ to be taken at the Fermi level with an untilted barrier.

Transverse motion costs $\hbar^2k_\parallel^2/2m$ in the metal and $\hbar^2k_\parallel^2/2m_b$ in the barrier. The longitudinal wave number and decay constant are therefore
\begin{equation}
k^2=k_F^2-k_\parallel^2,\qquad
q_s^2=\kappa_s^2+k_\parallel^2 .
\label{kq}
\end{equation}
The symbol $q_s$ is the decay constant at any $k_\parallel$; it equals $\kappa_s$ at $k_\parallel=0$.

\subsection{Transmission of a rectangular barrier}

The spin label is dropped for the moment. Let a wave of unit amplitude arrive from the left:
\begin{equation}
\psi=
\begin{cases}
e^{ikz}+\rho e^{-ikz}, & z<0,\\
t\,e^{ik(z-d)}, & z>d .
\end{cases}
\end{equation}
We take $\psi$ and $\psi'/\text{mass}$ to be continuous at each face. This is the simplest matching rule that conserves the current, though not the only one; another rule would change the prefactor found below but not the exponent. It is convenient to define the ratio
\begin{equation}
r=\frac{q/m_b}{k/m}.
\end{equation}
At $z=d$ the outside wave has $\psi=t$ and $\psi'/m=ikt/m$. The barrier solution that meets both conditions is
\begin{equation}
\psi=t\left[\cosh q(d-z)-\frac{i}{r}\sinh q(d-z)\right].
\end{equation}
Indeed its derivative at $z=d$ is $iqt/r=ikm_bt/m$, and division by $m_b$ gives the required $ikt/m$.

At $z=0$ continuity of $\psi$ gives
\begin{equation}
1+\rho=t\left[\cosh qd-\frac{i}{r}\sinh qd\right].
\end{equation}
The derivative just inside is $\psi'(0^+)=t[-q\sinh qd+(iq/r)\cosh qd]$. Continuity of $\psi'/\text{mass}$ reads $ik(1-\rho)=(m/m_b)\psi'(0^+)$. Dividing by $ik$ and using $mq/(m_bk)=r$,
\begin{equation}
1-\rho=t\left[\cosh qd+ir\sinh qd\right].
\end{equation}
Adding the two equations removes $\rho$:
\begin{equation}
\frac1t=\cosh qd+\frac i2\left(r-\frac1r\right)\sinh qd .
\end{equation}
The metals are identical, so incoming and outgoing speeds agree and $T=|t|^2$. With $\cosh^2=1+\sinh^2$ and $1+\frac14(r-1/r)^2=\frac14(r+1/r)^2$,
\begin{equation}
T=\left[1+\frac14\left(r+\frac1r\right)^2\sinh^2qd\right]^{-1}.
\label{Texact}
\end{equation}

For a thick barrier, $\sinh^2qd\simeq e^{2qd}/4$ is large and the leading 1 can be dropped:
\begin{equation}
T\simeq C\,e^{-2qd},\qquad
C=\frac{16}{(r+1/r)^2}=\frac{16r^2}{(1+r^2)^2}.
\label{Tthick}
\end{equation}
Both approximations have relative errors of order $e^{-2qd}$. The factor $C$ describes how well the metal wave joins its evanescent tail at the two faces. It depends on spin through $r$.

\subsection{Summing over transverse momentum}

Equation~(\ref{kq}) gives $k_\parallel dk_\parallel=q\,dq$ at fixed spin. With $d^2k_\parallel=2\pi k_\parallel dk_\parallel$, the integral in Eq.~(\ref{landauer}) becomes
\begin{equation}
I_s=\frac1{2\pi}\int_{\kappa_s}q\,C(q)\,e^{-2qd}\,dq .
\end{equation}
The upper limit, where $k_\parallel=k_F$, contributes an exponentially smaller amount and is dropped. One integration by parts yields the end-point value $\kappa_sC_se^{-2\kappa_sd}/2d$, where $C_s=C(\kappa_s)$. A second gives the next term:
\begin{equation}
I_s=B_se^{-2\kappa_sd}\left[1+\frac{F_s}{2d}+\dots\right],\qquad
B_s=\frac{C_s\kappa_s}{4\pi d},
\label{Is}
\end{equation}
with $F_s=d\ln(qC)/dq$ at $q=\kappa_s$. Oblique electrons thus change the prefactor and leave the exponent set by normal incidence.

For equal masses $F_s$ is short. Then $r=q/k$, and $q^2+k^2=\kappa_s^2+k_F^2$ does not vary along the integration. Hence $C=16q^2k^2/(q^2+k^2)^2$ is proportional to $q^2k^2$, and $qC$ to $q^3k^2$. Since $dk^2/dq=-2q$,
\begin{equation}
F_s=\frac3{\kappa_s}-\frac{2\kappa_s}{k_F^2}
=\frac{3-2r_s^2}{\kappa_s}\qquad(m_b=m),
\label{Fs}
\end{equation}
where $r_s$ is $r$ at normal incidence. The bracket in Eq.~(\ref{Is}) is therefore an expansion in $1/(\kappa_sd)$ and $r_s^2/(\kappa_sd)$. Besides $\kappa_sd\gg1$ it needs $k_F^2d/\kappa_s\gg1$, which is also the condition for dropping the upper limit. This holds for a good metal but can fail for electrodes with a small $k_F$.

\subsection{The hyperbolic tangent}

Put $x=\frac12\ln(J_\uparrow/J_\downarrow)$. Dividing numerator and denominator of Eq.~(\ref{defP}) by $\sqrt{J_\uparrow J_\downarrow}$ turns the two currents into $e^{x}$ and $e^{-x}$:
\begin{equation}
P=\frac{e^x-e^{-x}}{e^x+e^{-x}}=\tanh x .
\end{equation}
This is an identity. The physics lies in $x$, which at leading order in $1/(\kappa_sd)$ is
\begin{equation}
x=\Delta\kappa\,d+\delta,\qquad
\delta=\frac12\ln\frac{B_\uparrow}{B_\downarrow}
=\frac12\ln\frac{C_\uparrow\kappa_\uparrow}{C_\downarrow\kappa_\downarrow}.
\label{full}
\end{equation}
The factor 2 in $e^{-2\kappa_sd}$ has cancelled the $\frac12$ in front of the logarithm. Neglecting the spin dependence of $B_s$ means $\delta=0$, which gives Eq.~(\ref{simple}).

\subsection{What the neglect costs}

The common $1/d$ in $B_s$ cancels, so $\delta$ does not depend on thickness. The ratio $x/d$ tends to $\Delta\kappa$, and in this sense a thick barrier justifies the neglect. The small minority share of the current is less forgiving. Since $1-\tanh x=2/(e^{2x}+1)$, the ratio of the true $1-P$ to the simple one tends to $e^{-2\delta}$, not to 1.

For weak splitting, $\delta$ follows from a first-order expansion about the mean barrier. At normal incidence $r\propto\kappa$, so
\begin{equation}
\frac{d\ln(C\kappa)}{d\ln\kappa}
=1+\frac{2(1-r^2)}{1+r^2}=\frac{3-r^2}{1+r^2}.
\end{equation}
The up channel has the smaller $\kappa$, which supplies a minus sign:
\begin{equation}
\delta\simeq-\Delta\kappa\,d_0,\qquad
d_0=\frac{3-r^2}{2\kappa(1+r^2)} .
\label{d0}
\end{equation}
Hence $P\simeq\tanh[\Delta\kappa(d-d_0)]$. In the limit of large $d$ the prefactors act as a loss of thickness when $r^2<3$, and as a gain when $r^2>3$. At finite $d$ the bracket in Eq.~(\ref{Is}) adds, for equal masses, a gain of about $(3+2r^2)/(4\kappa^2d)$, which at $\kappa d=10$ moves the crossover down to $r^2\approx2$. The relative change of the argument is $d_0/d$, of order $1/(\kappa d)$.

The splitting enters through
\begin{equation}
\Delta\kappa=\frac{\kappa_\downarrow^2-\kappa_\uparrow^2}{\kappa_\downarrow+\kappa_\uparrow}
=\frac{2m_b\Delta/\hbar^2}{\kappa_\downarrow+\kappa_\uparrow}
\simeq\frac{\kappa\Delta}{2\phi},
\end{equation}
where the last form uses $\kappa_\uparrow+\kappa_\downarrow\simeq2\kappa$ and $2m_b/\hbar^2=\kappa^2/\phi$. When $\Delta\kappa\,d\ll1$ while $\kappa d\gg1$, the simple polarization is linear in the splitting, $P\simeq\kappa d\,\Delta/2\phi$. It vanishes with $\Delta$, as symmetry demands. At the other end, if $\phi_\uparrow$ approaches zero, $\kappa_\uparrow d$ is no longer large and the thick-barrier formula fails for the up channel.

\subsection{Worked example}

Take $\phi=1.0$ eV, $\Delta=0.3$ eV, $d=2.0$ nm, $E_F=10$ eV and $m_b=m$, the free-electron mass. With $2m/\hbar^2=26.2468\ \mathrm{eV^{-1}nm^{-2}}$,
\begin{align}
\kappa_\uparrow&=\sqrt{26.2468\times0.85}=4.723\ \mathrm{nm^{-1}},\\
\kappa_\downarrow&=\sqrt{26.2468\times1.15}=5.494\ \mathrm{nm^{-1}} .
\end{align}
Thus $\kappa_\uparrow d=9.4$ and $\kappa_\downarrow d=11.0$, and the barrier is thick. The difference $\Delta\kappa=0.7707\ \mathrm{nm^{-1}}$ gives an argument of 1.541 and
\begin{equation}
P\simeq\tanh1.541=91.2\% .
\end{equation}

For the prefactors, $r_s^2=\phi_s/E_F$ is 0.085 and 0.115, so $C_\uparrow=1.155$ and $C_\downarrow=1.480$. Then
\begin{equation}
\delta=\frac12\ln\frac{1.1553\times4.7233}{1.4800\times5.4940}=-0.199 .
\end{equation}
The corrected value is $\tanh1.342=87.2\%$. Equation~(\ref{d0}) gives $d_0=0.257$ nm and hence $-\Delta\kappa\,d_0=-0.198$, close to this $\delta$.

Numerical integration of Eq.~(\ref{landauer}) with the full transmission~(\ref{Texact}) gives 87.5\%. The remaining 0.3 percentage points come from the bracket in Eq.~(\ref{Is}). To first order it adds $(F_\uparrow-F_\downarrow)/4d$ to $x$. Equation~(\ref{Fs}) gives $F_\uparrow=0.599$ nm and $F_\downarrow=0.504$ nm, so the addition is 0.012, and $\tanh1.354=87.5\%$.

Within this model, then, the simple formula overstates the polarization by about 4 percentage points at 2 nm. The up current is 15 times the down current, where the bare exponentials would give a ratio of 22.

\section{Second derivation: weak coupling and growth with thickness}

\subsection{Symbols and results carried over}

The barrier has thickness $d$, heights $\phi_{\uparrow,\downarrow}=\phi\mp\Delta/2$ and decay constants $\kappa_s=\sqrt{2m_b\phi_s}/\hbar$, with $\Delta\kappa=\kappa_\downarrow-\kappa_\uparrow$. At transverse wave number $k_\parallel$ the decay constant is $q=\sqrt{\kappa_s^2+k_\parallel^2}$, the metal wave number is $k$, and $r=(q/m_b)/(k/m)$. Wave matching gave $T\simeq Ce^{-2qd}$ with $C=16r^2/(1+r^2)^2$, and
\begin{equation}
P\simeq\tanh(\Delta\kappa\,d+\delta),\qquad
\delta=\frac12\ln\frac{C_\uparrow\kappa_\uparrow}{C_\downarrow\kappa_\downarrow}.
\label{recall}
\end{equation}
The simple formula sets $\delta=0$. The same result is now obtained without a scattering wave. Two separate metals are coupled weakly by their evanescent tails, and the polarization is followed as the barrier thickens.

Wave matching has established that a thick barrier gives $P\simeq\tanh(\Delta\kappa\,d)$ when spin-dependent prefactors are neglected, and that keeping them shifts the argument by $\delta$. It remains to carry out the second derivation, from weakly coupled tails, and to examine the assumptions and the corrections that matter in real junctions.

Numbers in the example were calculated in double precision.
